# Kerker's cubic coefficient, the potential cusp and its Fourier tail

**Question.** Inside the matching radius, Kerker's pseudo wave function is $r^l$ times the exponential of a polynomial containing a cubic term $c_3r^3$. What does this term do to the potential at the origin and to its Fourier transform at large wave number $q$? Does the even polynomial of Troullier and Martins cure it, and is that the whole reason for their faster decay?

**Answer.**

## The mechanism: kinetic energy must be balanced

A norm-conserving pseudopotential is obtained backwards. One first chooses a smooth function $\psi=R_l(r)Y_{lm}$ without radial nodes, then asks which potential makes it an eigenfunction with the given energy $\varepsilon$. For a nonrelativistic electron of mass $m$,

$$
V-\varepsilon=\frac{\hbar^2}{2m}\frac{\nabla^2\psi}{\psi}.
$$

The potential must cancel whatever position dependence the kinetic term has. For $r<r_c$ Kerker's form is

$$
R_l=r^l e^{p(r)},\qquad p=c_0+c_2r^2+c_3r^3+c_4r^4 .
$$

Near the origin the cubic term adds $c_3r^{l+3}Y_{lm}$ to $\psi$, relative to a leading part $r^lY_{lm}$ (the common factor $e^{c_0}$ cancels in the ratio). The Laplacian acts on a power as

$$
\nabla^2(r^nY_{lm})=[n(n+1)-l(l+1)]\,r^{n-2}Y_{lm}.
$$

With $n=l+3$ the bracket is

$$
(l+3)(l+4)-l(l+1)=6l+12=6(l+2).
$$

Two derivatives have lowered the power by two, so a cubic term in the wave function leaves a linear term in $\nabla^2\psi/\psi$. Multiplication by $\hbar^2/2m$ gives

$$
V\ \ni\ br,\qquad b=3(l+2)\frac{\hbar^2}{m}c_3 .
$$

In Hartree atomic units, where $\hbar^2/m=1$, this is $3(l+2)c_3r$.

A linear term looks harmless on the half-line $r\ge0$. In space it is a cusp: along a straight line through the nucleus, $r$ is the absolute value of the coordinate, and the slope of $V$ changes from $-b$ to $+b$. Even powers such as $r^2=x^2+y^2+z^2$ are smooth there.

## The full potential inside the matching radius

The complete inversion confirms the coefficient and shows what else is present. Put $u=rR_l=r^{l+1}e^p$. The radial equation gives

$$
V=\varepsilon+\frac{\hbar^2}{2m}\left[\frac{u''}{u}-\frac{l(l+1)}{r^2}\right].
$$

The logarithmic derivative is $u'/u=(l+1)/r+p'$. Since $u''/u=(u'/u)'+(u'/u)^2$,

$$
\begin{aligned}
\frac{u''}{u}&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}
+\frac{2(l+1)p'}{r}+p'^2\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .
\end{aligned}
$$

The centrifugal terms cancel, leaving

$$
V=\varepsilon+\frac{\hbar^2}{m}\left[\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}\right].\tag{1}
$$

For Kerker's polynomial,

$$
\begin{aligned}
p'/r&=2c_2+3c_3r+4c_4r^2,\\
p''&=2c_2+6c_3r+12c_4r^2,\\
p'^2&=4c_2^2r^2+12c_2c_3r^3+O(r^4).
\end{aligned}
$$

The linear term receives $3(l+1)c_3$ from $p'/r$ and $3c_3$ from $p''/2$. Nothing comes from $p'^2$, which starts at $r^2$. Through third order,

$$
\begin{aligned}
V=\varepsilon+\frac{\hbar^2}{m}\Big\{&(2l+3)c_2+3(l+2)c_3r\\
&+[(4l+10)c_4+2c_2^2]r^2+6c_2c_3r^3+\dots\Big\}.
\end{aligned}\tag{2}
$$

Equation (1) also explains the missing $c_1r$ in $p$. It would contribute $(\hbar^2/m)(l+1)c_1/r$, a Coulomb-like singularity. Kerker's choice removes that singularity, but for $c_3\ne0$ it leaves the weaker one, the cusp.

## From the cusp to the Fourier transform

Define the transform of the radial potential, treated as a local function in space, by

$$
\hat V(q)=\int V(r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
$$

The angular integral of the exponential is $4\pi\sin(qr)/(qr)$, so

$$
\hat V(q)=\frac{4\pi}{q}\int_0^\infty F(r)\sin(qr)\,dr,\qquad F=rV. \tag{3}
$$

If $V$ acts on one angular momentum through a projector, its plane-wave matrix elements involve a different radial integral. The powers below refer to (3). In a projector the cusp appears multiplied by the wave function, as $br\cdot r^lY_{lm}$, and this product has a transform falling as $q^{-(l+4)}$, for example $q^{-5}$ for $l=1$.

The large-$q$ form follows from integration by parts. Two integrations on an interval where $F$ is smooth give

$$
\int F\sin qr\,dr=\left[-\frac{F\cos qr}{q}+\frac{F'\sin qr}{q^2}\right]-\frac1{q^2}\int F''\sin qr\,dr .
$$

Applying the same identity to the last integral gives

$$
\begin{aligned}
\int F\sin qr\,dr=\Big[&-\frac{F\cos qr}{q}+\frac{F'\sin qr}{q^2}\\
&+\frac{F''\cos qr}{q^3}-\frac{F'''\sin qr}{q^4}\Big]+O(q^{-5}).
\end{aligned}\tag{4}
$$

At the lower limit $r=0$ the sines vanish and the bracket enters with a minus sign. Its contribution is $F(0)/q-F''(0)/q^3$. Here $F(0)=0$, and $F=V(0)r+br^2+\dots$ gives $F''(0)=2b$. The prefactor $4\pi/q$ then yields

$$
\hat V_{\rm origin}(q)=-\frac{8\pi b}{q^4}
=-\frac{24\pi(l+2)\hbar^2c_3}{m\,q^4}\tag{5}
$$

to leading order. The Laplacian gives the same result: $\nabla^2(br)=2b/r$ has the transform $8\pi b/q^2$, while $\nabla^2$ becomes $-q^2$, and division gives $-8\pi b/q^4$. The tail does not oscillate because the singular point lies at $r=0$.

## The matching radius also leaves a tail

Equation (5) is one contribution, not yet the tail of the whole potential. The inner and outer functions meet at $r_c$, and the boundary terms there cancel only as far as derivatives agree. Let

$$
\Delta_k=F^{(k)}(r_c^+)-F^{(k)}(r_c^-).
$$

In (4), $r_c$ is the upper limit of the inner interval and the lower limit of the outer one. Each boundary term therefore appears with the factor $-\Delta_k$. At infinity the Coulomb potential is given a factor $e^{-\eta r}$, with $\eta\to0^+$ after integration, so the upper limit contributes nothing. If $V$ is continuous, $\Delta_0=0$ and

$$
\begin{aligned}
\hat V(q)=4\pi\Big[&-\frac{\Delta_1\sin qr_c}{q^3}
-\frac{2b+\Delta_2\cos qr_c}{q^4}\\
&+\frac{\Delta_3\sin qr_c}{q^5}\Big]+O(q^{-6}).
\end{aligned}\tag{6}
$$

Kerker's four coefficients satisfy four conditions: the norm inside $r_c$ and the continuity of $p$, $p'$ and $p''$. By (1), $V$ is then continuous. Its slope contains $p'''$, which is not matched. Writing $\Delta V'$ for the jump of $V'$, we have $\Delta_1=r_c\Delta V'$, generally nonzero. The final decay of Kerker's potential is therefore an oscillating $q^{-3}$, slower than the cusp's $q^{-4}$.

The amplitudes of the two terms are equal at

$$
q^*=\frac{2|b|}{|\Delta_1|}=\frac{2|b|}{r_c|\Delta V'|}.\tag{7}
$$

Below $q^*$ the cusp term exceeds the slope-jump term. Whether (6) is already a good description at that $q$ is a separate matter, because higher terms may still count.

## What the even polynomial removes, and what it does not

Suppose $p$ contains even powers only. Then $p'$ is odd, while $p'/r$, $p''$ and $p'^2$ are even. By (1), the inner $V$ is an even polynomial and $F=rV$ an odd one. At $r=0$, repeated integration by parts leaves cosine terms with even derivatives of $F$ and sine terms with odd derivatives. The first vanish because $F$ is odd, the second because $\sin0=0$. The origin then contributes no inverse power of $q$ at all: the $q^{-4}$ term and its successors are gone. This holds for the potential obtained by inversion, which in a many-electron atom is the screened one. The ionic pseudopotential also contains minus the exchange-correlation potential of the pseudo valence density. If that density vanishes at the origin, the origin can again leave a tail: a density $\propto r^2$ from $p$ electrons alone gives a local-density exchange potential $\propto r^{2/3}$, whose transform falls as $q^{-11/3}$.

This argument says nothing about $r_c$. An even polynomial with four coefficients and Kerker's matching has no cusp, but generally keeps a slope jump and a $q^{-3}$ tail.

Troullier and Martins use the even powers from $r^0$ to $r^{12}$, seven coefficients in all. One condition conserves the norm, and five make $p$ and its first four derivatives continuous. Since $V''$ contains no derivative of $p$ beyond the fourth, $V$, $V'$ and $V''$ are continuous, so $\Delta_1=\Delta_2=0$. The first surviving term in (6) comes from $\Delta_3=r_c\Delta V'''$ and decays as $q^{-5}$, unless that jump happens to vanish.

The seventh condition is $V''(0)=0$. From the $r^2$ coefficient in (2),

$$
(4l+10)c_4+2c_2^2=0\quad\Longrightarrow\quad c_2^2+(2l+5)c_4=0 .
$$

It flattens the potential at the origin but plays no part in removing the cusp, since an $r^2$ term is already smooth.

Thus two separate changes produce the faster decay: evenness removes the origin's tail, and higher-order matching removes the slower tails from $r_c$.

## Hydrogen as a worked example

Take a hydrogen atom with a fixed point nucleus and no relativistic effects. The $1s$ and $2p$ states serve for $l=0$ and $l=1$, with $r_c=0.60$ Å. With one electron there is no electron-electron potential to subtract. The reference functions are

$$
u\propto r^{l+1}e^{-r/[(l+1)a_0]} .
$$

Hence $\ln(u/r^{l+1})$ is linear in $r$. At $r_c$ its first derivative is $-1/[(l+1)a_0]$ and its higher derivatives are zero. These are the matching data.

For $1s$, the matching and norm conditions give $c_2=-6.148$ Å$^{-2}$, $c_3=8.413$ Å$^{-3}$ and $c_4=-4.1645$ Å$^{-4}$. With $\hbar^2/m=7.620$ eV Å$^2$,

$$
b=3\times2\times7.620\times8.413\approx384.6\ \text{eV/Å},
$$

or 7.480 hartree/bohr. The predicted origin coefficient is

$$
-8\pi b=-25.133\times384.6\approx-9667\ \text{eV/Å}.
$$

To isolate it in the quadrature of (3), one takes $q_n=n\pi/r_c$. There the sines in (6) vanish and

$$
q_n^4\hat V(q_n)=-8\pi b-4\pi\Delta_2(-1)^n+O(q_n^{-2}).
$$

Weights $1/4,1/2,1/4$ on three neighbouring $n$ cancel the alternating term. Around $n=120$ the result is $-9668.8$ eV/Å, larger in magnitude than the predicted $-9667.0$ eV/Å by $1.9\times10^{-4}$ of that value.

The next origin term accounts for this difference. Continuing (4) gives $+F''''(0)/q^5$ from the lower limit. If $v_3$ is the $r^3$ coefficient of $V$, then $F''''(0)=24v_3$, and (2) gives $v_3=6(\hbar^2/m)c_2c_3$. Relative to $-8\pi b/q^4$ the correction is

$$
-\frac{12v_3}{bq^2}=-\frac{24c_2}{(l+2)q^2}.
$$

For $l=0$ and $q=120\pi/r_c=628.3$ Å$^{-1}$ it equals $12\times6.148/628.3^2=1.9\times10^{-4}$.

The slope jump follows from (1). Only $p'''$ differs across $r_c$, and its outer value is zero, so

$$
\begin{aligned}
\Delta V'&=-\frac{\hbar^2}{2m}(6c_3+24c_4r_c)\\
&=-3.810\,(50.48-59.97)\approx36.2\ \text{eV/Å}.
\end{aligned}
$$

Equation (7) gives

$$
q^*=\frac{2\times384.6}{0.60\times36.16}\approx35.5\ \text{Å}^{-1},
$$

corresponding to $\hbar^2q^{*2}/(2m)\approx4.8$ keV. For $2p$, $b=245.7$ eV/Å and $q^*=74.8$ Å$^{-1}$.

## Separating the two causes

Four norm-conserving constructions vary the polynomial and the matching separately. The third, called the smooth cubic here, has powers 0, 2, 3, 4, 6 and 8. The decay powers were obtained from root-mean-square (rms) values of $\hat V$ in the windows $120\pi\le qr_c<128\pi$ and $240\pi\le qr_c<256\pi$.

| Construction | $1s$ | $2p$ |
|---|---:|---:|
| Kerker | 3.006 | 3.019 |
| Even, $V$ continuous | 3.000 | 3.001 |
| Smooth cubic, $V''$ continuous | 4.000 | 4.000 |
| Troullier-Martins | 5.001 | 5.002 |

The third row exposes the cusp's own power: with the slower matching terms gone, $q^{-4}$ is what remains. The second row shows that evenness by itself does not improve the final power. In both even constructions the averaged $q^4\hat V$ is zero to within 0.01 eV/Å.

The numerical check also diagonalizes the radial Hamiltonian for each construction and tests its energy and inside charge against the hydrogen values. The different tails thus belong to potentials that reproduce the same reference state.

At smaller $q$ the ordering is less simple. These are rms values of $\hat V$ for $1s$, from 400 equally spaced points in one period of $qr_c$, in $10^{-3}$ eV Å$^3$; the first column is the start of the period in Å$^{-1}$.

| $q$ | Kerker | Even | Smooth cubic | TM |
|---:|---:|---:|---:|---:|
| 20.9 | 40.0 | 37.2 | 67.3 | 31.7 |
| 41.9 | 3.46 | 5.14 | 5.07 | 1.80 |
| 83.8 | 0.347 | 0.708 | 0.367 | 0.0666 |

Here TM denotes Troullier-Martins. Because the flatness condition is quadratic in $c_2$, the norm condition can have more than one solution; the one with the smallest $|c_2|$ is used. At 20.9 Å$^{-1}$, where $\hbar^2q^2/(2m)$ is about 1.7 keV, its transform is smaller than Kerker's by a factor of only 1.3. The factor is 5.2 at 83.8 Å$^{-1}$ and about 225 at 628 Å$^{-1}$. At lower $q$ the order can reverse: in the period starting at 15.7 Å$^{-1}$ the values are 170 for TM and 68.1 for Kerker. The even potential with Kerker's matching is slightly better than Kerker's in the first row and worse in the next two. Removing the cusp changed the other coefficients too, and with them the tail from $r_c$: in the farthest period computed, where both follow $q^{-3}$, the even potential's transform is 2.5 times larger.

The powers therefore describe the approach to infinite $q$. They do not by themselves give the cutoff needed in a plane-wave calculation, which depends on the amplitudes at finite $q$ and on the accuracy required. A local potential enters through differences of wave vectors, up to twice the largest wave vector of the basis, so $q=20.9$ Å$^{-1}$ is already reached at a wave-function cutoff of about 420 eV. For $1s$, the kinetic energy carried by components above 700 eV is about 9 meV for Kerker, 0.6 meV for the even form, 36 meV for the smooth cubic and 2.5 meV for TM, which is not the order of the asymptotic powers.

## Table of computed values

```
hbar^2/m = 7.61996 eV A^2
e^2/(4 pi eps0) = 14.39965 eV A
a0 = 0.529177 A; rc = 0.60 A
--- hydrogen 1s, l = 0
exact energy = -13.60569 eV
exact charge fraction inside rc = 0.39537
Kerker: energy -13.6058 eV, decay power 3.006
  origin q^4 V(q), quadrature = -9668.803 eV/A
  c2 = -6.1480 A^-2; c4 = -4.1645 A^-4
  c3 = 8.4129 A^-3
  b = 384.638 eV/A = 7.4800 hartree/bohr
  -8 pi b = -9666.996 eV/A
  slope jump of V at rc = 36.161 eV/A
  q* = 35.46 A^-1; hbar^2 q*^2/(2m) = 4790 eV
even, V cont.: energy -13.6058 eV, decay power 3.000
  origin q^4 V(q), quadrature = -0.000 eV/A
cubic, V'' cont.: energy -13.6058 eV, decay power 4.000
  origin q^4 V(q), quadrature = -22307.583 eV/A
  c3 = 19.4085 A^-3; -8 pi b = -22301.548 eV/A
TM: energy -13.6058 eV, decay power 5.001
  origin q^4 V(q), quadrature = -0.007 eV/A
--- hydrogen 2p, l = 1
exact energy = -3.40142 eV
exact charge fraction inside rc = 0.00615
Kerker: energy -3.4014 eV, decay power 3.019
  origin q^4 V(q), quadrature = -6174.622 eV/A
  c2 = -2.7931 A^-2; c4 = -1.6921 A^-4
  c3 = 3.5822 A^-3
  b = 245.667 eV/A = 4.7775 hartree/bohr
  -8 pi b = -6174.273 eV/A
  slope jump of V at rc = 10.945 eV/A
  q* = 74.82 A^-1; hbar^2 q*^2/(2m) = 21327 eV
even, V cont.: energy -3.4014 eV, decay power 3.001
  origin q^4 V(q), quadrature = -0.000 eV/A
cubic, V'' cont.: energy -3.4014 eV, decay power 4.000
  origin q^4 V(q), quadrature = -14358.515 eV/A
  c3 = 8.3299 A^-3; -8 pi b = -14357.332 eV/A
TM: energy -3.4014 eV, decay power 5.002
  origin q^4 V(q), quadrature = -0.002 eV/A
--- 1s: rms V(q) over one period in q rc, eV A^3
q start (A^-1) | Kerker | even | smooth cubic | TM | Kerker origin
20.94 | 4.002e-02 | 3.715e-02 | 6.732e-02 | 3.166e-02 | 2.612e-02
41.89 | 3.463e-03 | 5.143e-03 | 5.071e-03 | 1.795e-03 | 2.113e-03
83.78 | 3.474e-04 | 7.081e-04 | 3.670e-04 | 6.663e-05 | 1.573e-04
167.55 | 4.019e-05 | 9.472e-05 | 2.524e-05 | 2.290e-06 | 1.091e-05
628.32 | 7.625e-07 | 1.907e-06 | 1.385e-07 | 3.384e-09 | 6.003e-08
```
